# Quadratic Band Touching and the 1/q Static Permittivity in RPA: test program

```python
"""Static RPA response of a 3D quadratic band touching.

Result under test (Hartree atomic units):
    epsilon(q) = eps_b + kappa/q,
    kappa = 3*(mv*atan(sqrt(r)) + mc*atan(1/sqrt(r)) - sqrt(mc*mv)),
with r = mc/mv. mc and mv are the conduction and valence masses of an
isotropic J=3/2 Luttinger model, q is the wavevector, and eps_b is the
constant term of the small-q expansion. mu_red is the reduced mass.
The definition is evaluated by diagonalization and a sum over transitions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, sici

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
KELVIN = const.physical_constants["kelvin-hartree relationship"][0]
PI = np.pi

# Chosen model parameters
mc, mv, eps_b = 0.025, 0.25, 20.0
mu_red = mc * mv / (mc + mv)
curv_c, curv_v = 1 / (2 * mc), 1 / (2 * mv)
CUTOFF = 1.0  # numerical cutoff in 1/bohr, parabolic bands continued
Z_AXIS = (0.0, 0.0, 1.0)

# Spin-3/2 matrices
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1).astype(complex)
Jx = (raising + raising.conj().T) / 2
Jy = (raising - raising.conj().T) / (2j)
Jz = np.diag(m_values).astype(complex)
ONE = np.eye(4)
SQUARES = np.array([1.25 * ONE - J @ J for J in (Jx, Jy, Jz)])
CROSSES = np.array([A @ B + B @ A
                    for A, B in ((Jy, Jz), (Jz, Jx), (Jx, Jy))])


def luttinger(k, weight_e=1.0, weight_t=1.0):
    """Luttinger matrices; unequal weights give cubic warping."""
    k2 = np.sum(k**2, axis=-1)
    mixed = np.stack([k[:, 1] * k[:, 2], k[:, 2] * k[:, 0],
                      k[:, 0] * k[:, 1]], axis=-1)
    quadrupole = (weight_e * np.einsum("ni,iab->nab", k**2, SQUARES)
                  - weight_t * np.einsum("ni,iab->nab", mixed, CROSSES))
    return ((curv_c - curv_v) / 2 * k2[:, None, None] * ONE
            + (curv_c + curv_v) / 2 * quadrupole)


def spheroidal_grid(q, axis, nu, nv, nphi):
    """Midpoints s between k and k+q, with volume weights.

    The foci lie at k=0 and k+q=0; (|k|+|k+q|)/2 is below CUTOFF.
    """
    x, wx = np.polynomial.legendre.leggauss(nu)
    y, wy = np.polynomial.legendre.leggauss(nv)
    umax = np.arccosh(2 * CUTOFF / q)
    u, wu = umax * (x + 1) / 2, umax * wx / 2
    v, wv = PI * (y + 1) / 2, PI * wy / 2
    phi = 2 * PI * np.arange(nphi) / nphi
    U, V, F = np.meshgrid(u, v, phi, indexing="ij")
    rho = np.sinh(U) * np.sin(V)
    local = q / 2 * np.stack([rho * np.cos(F), rho * np.sin(F),
                              np.cosh(U) * np.cos(V)], axis=-1)
    weight = ((q / 2)**3 * (np.cosh(U)**2 - np.cos(V)**2) * rho
              * wu[:, None, None] * wv[None, :, None] * 2 * PI / nphi)
    e3 = np.array(axis, float)
    e3 /= np.linalg.norm(e3)
    e1 = np.cross(e3, [1.0, 0.0, 0.0])
    e1 /= np.linalg.norm(e1)
    frame = np.array([e1, np.cross(e3, e1), e3])
    return local.reshape(-1, 3) @ frame, weight.ravel(), q * e3


def response(hamiltonian, q, axis=Z_AXIS, gap=0.0, temp=0.0, chem=0.0,
             nu=80, nv=40, nphi=1):
    """4*pi*Pi(q)/q^2 from the sum over all transitions."""
    s, weight, qvec = spheroidal_grid(q, axis, nu, nv, nphi)
    Ek, Uk = np.linalg.eigh(hamiltonian(s - qvec / 2))
    Ep, Up = np.linalg.eigh(hamiltonian(s + qvec / 2))
    half = Ek.shape[1] // 2
    Ek[:, half:] += gap
    Ep[:, half:] += gap
    if temp > 0:
        fk, fp = expit((chem - Ek) / temp), expit((chem - Ep) / temp)
        threshold = 1e-5 * temp
        limit = (fk * (1 - fk) / temp)[:, :, None]
    else:
        fk = np.zeros_like(Ek)
        fk[:, :half] = 1.0
        fp = fk.copy()
        threshold, limit = 0.0, 0.0
    overlap = np.abs(Uk.conj().swapaxes(1, 2) @ Up)**2
    dE = Ep[:, None, :] - Ek[:, :, None]
    df = fk[:, :, None] - fp[:, None, :]
    same = np.abs(dE) <= threshold
    ratio = np.where(same, limit, df / np.where(same, 1.0, dE))
    total = np.sum(weight * np.sum(overlap * ratio, axis=(1, 2)))
    return 4 * PI / q**2 * total / (2 * PI)**3


def kappa_formula(m1, m2):
    r = m1 / m2
    return 3 * (m2 * np.arctan(np.sqrt(r))
                + m1 * np.arctan(1 / np.sqrt(r)) - np.sqrt(m1 * m2))


kappa = kappa_formula(mc, mv)
tail = 8 * mu_red / (PI * CUTOFF)

# Interband overlap from eigenvectors against the angular law
rng = np.random.default_rng(4)
ka, kb = rng.normal(size=(2, 50, 3))
Ua, Ub = np.linalg.eigh(luttinger(ka))[1], np.linalg.eigh(luttinger(kb))[1]
trace = np.sum(np.abs(Ua[:, :, :2].conj().swapaxes(1, 2)
                      @ Ub[:, :, 2:])**2, axis=(1, 2))
sin2 = (np.sum(np.cross(ka, kb)**2, axis=1)
        / np.sum(ka**2, axis=1) / np.sum(kb**2, axis=1))
assert np.allclose(trace, 1.5 * sin2, atol=1e-10)

# Main law, including the constant caused by the cutoff
q_tests = [0.05, 0.005, 0.0005]
direct = [response(luttinger, q) for q in q_tests]
errors = [abs(d / (kappa / q - tail) - 1) for d, q in zip(direct, q_tests)]
assert max(errors) < 1e-3

# Infinite valence mass limit of the closed formula
assert abs(kappa_formula(mc, 1e8 * mc) / (1.5 * PI * mc) - 1) < 1e-3

# Logarithmic growth of the integral that bounds the local-field wings


def wing_bound(q):
    s, weight, qvec = spheroidal_grid(q, Z_AXIS, 100, 60, 1)
    k, p = s - qvec / 2, s + qvec / 2
    k2, p2 = np.sum(k**2, axis=1), np.sum(p**2, axis=1)
    sine = np.linalg.norm(np.cross(k, qvec), axis=1) / np.sqrt(k2 * p2)
    return np.sum(weight * sine / (curv_v * k2 + curv_c * p2))


log_slope = (wing_bound(0.001) / 0.001
             - wing_bound(0.01) / 0.01) / np.log(10)
assert abs(log_slope / (2 * mu_red * PI**2) - 1) < 3e-3

# Control: a rigid gap with unchanged states removes the divergence
gap_ev = 0.001
gap = gap_ev / HARTREE_EV
k_gap = np.sqrt(2 * mu_red * gap)
gap_direct = response(luttinger, k_gap / 200, gap=gap, nu=120) + tail
gap_formula = 2 * np.sqrt(2 * mu_red / gap)
assert abs(gap_direct / gap_formula - 1) < 1e-2

# Control: touching bands whose leading projector is constant


def constant_projector(k):
    k2 = np.sum(k**2, axis=1)
    H = np.zeros((len(k), 2, 2))
    H[:, 0, 0], H[:, 1, 1] = k2 / 2, -k2 / 2
    H[:, 0, 1] = H[:, 1, 0] = k2 * k[:, 2] / 2
    return H


control = [response(constant_projector, q) for q in (0.01, 0.001)]
assert control[0] > 0 and abs(control[1] / control[0] - 1) < 0.02

# Apparent constant on a half-shifted mesh, with q -> 0 taken first


def theta(x):
    if x > 1:
        n = np.arange(-12, 12) + 0.5
        return np.sum(np.exp(-(x * n)**2))
    n = np.arange(1, 8)
    return np.sqrt(PI) / x * (1 + 2 * np.sum(
        (-1.0)**n * np.exp(-(PI * n / x)**2)))


lattice_sum = sum(quad(lambda x: 2 * x**3 * theta(x)**3, lo, hi)[0]
                  for lo, hi in ((0, 1), (1, 12)))
h_test, radius = 0.001, 20
n = np.arange(radius) + 0.5
mesh = np.stack(np.meshgrid(n, n, n, indexing="ij"), axis=-1).reshape(-1, 3)
mesh = h_test * mesh[np.sum(mesh**2, axis=1) < radius**2]
Em, Um = np.linalg.eigh(luttinger(mesh))
step = np.array([0, 0, h_test / 2])
velocity = (luttinger(mesh + step) - luttinger(mesh - step)) / h_test
v_cv = Um[:, :, :2].conj().swapaxes(1, 2) @ velocity @ Um[:, :, 2:]
dE_mesh = Em[:, None, 2:] - Em[:, :2, None]
mesh_direct = (8 * PI * 8 * h_test**3 / (2 * PI)**3
               * np.sum(np.abs(v_cv)**2 / dE_mesh**3))
mesh_slope = 2 * mu_red * lattice_sum / PI**2
mesh_formula = (mesh_slope / h_test
                - 8 * mu_red / (PI * radius * h_test))
assert abs(mesh_direct / mesh_formula - 1) < 2e-3

# Cubic warping: the same power law, with a direction-dependent factor
weight_e, weight_t = 1.06, 0.96


def warped(k):
    return luttinger(k, weight_e, weight_t)


def warped_kappa(q, axis):
    options = dict(axis=axis, nu=60, nv=30, nphi=12)
    return 2 * q * (response(warped, q, **options)
                    - response(warped, 2 * q, **options))


warped_values = []
for axis in (Z_AXIS, (1.0, 1.0, 1.0)):
    small, large = warped_kappa(0.002, axis), warped_kappa(0.01, axis)
    assert small > 0 and abs(small / large - 1) < 3e-3
    warped_values.append(small)

# Thermal carriers in the neutral crystal


def fermi_integral(eta):
    return quad(lambda x: x**2 * expit(eta - x**2), 0, 10)[0]


eta = brentq(lambda z: mc**1.5 * fermi_integral(z)
             - mv**1.5 * fermi_integral(-z), 0, 10)


def net_density(chem, temp):
    z = chem / temp
    return ((2 * mc * temp)**1.5 * fermi_integral(z)
            - (2 * mv * temp)**1.5 * fermi_integral(-z)) / PI**2


def compressibility(temp):
    d = 1e-3 * temp
    return (net_density(eta * temp + d, temp)
            - net_density(eta * temp - d, temp)) / (2 * d)


T_low, T_room = 4.0, 300.0
t_low = T_low * KELVIN
q_small = 1e-5
thermal_direct = response(luttinger, q_small, temp=t_low,
                          chem=eta * t_low, nu=120)
thermal_limit = 4 * PI * compressibility(t_low) / q_small**2
assert abs(thermal_direct / thermal_limit - 1) < 1e-2

# Screened point-charge potential


def screening_function(z):
    si, ci = sici(z)
    return ci * np.sin(z) + (PI / 2 - si) * np.cos(z)


for z in (0.5, 3.0):
    integral = quad(lambda t: 1 / (t + z), 0, np.inf,
                    weight="sin", wvar=1.0)[0]
    assert abs(integral - screening_function(z)) < 1e-6
assert abs(50 * screening_function(50.0) - 1) < 2e-3

# Worked example and printed values
q_cross = kappa / eps_b
print(f"conduction mass = {mc:.3f} m_e")
print(f"valence mass = {mv:.3f} m_e")
print(f"reduced mass = {mu_red:.5f} m_e")
print(f"constant term eps_b = {eps_b:.1f}")
print(f"kappa = {kappa:.5f} 1/bohr = {kappa / BOHR_NM:.4f} 1/nm")
print(f"crossover q = kappa/eps_b = {q_cross / BOHR_NM:.4f} 1/nm")
print(f"crossover cell 2pi/q = {2 * PI / q_cross * BOHR_NM:.1f} nm")
print(f"numerical cutoff = {CUTOFF:.1f} 1/bohr")
for q, d, err in zip(q_tests, direct, errors):
    print(f"q={q:.4f} 1/bohr: direct touching part={d:.4f}, "
          f"rel. error={err:.1e}")
print(f"wing log slope / predicted = "
      f"{log_slope / (2 * mu_red * PI**2):.5f}")
print(f"constant-projector part, q=0.01 1/bohr: {control[0]:.5f}")
print(f"constant-projector part, q=0.001 1/bohr: {control[1]:.5f}")
for length in (20.0, 50.0, 100.0, 200.0):
    q = 2 * PI / length * BOHR_NM
    warm = []
    for kelvin in (T_low, T_room):
        t = kelvin * KELVIN
        warm.append(eps_b + tail + response(
            luttinger, q, temp=t, chem=eta * t))
    print(f"L={length:.0f} nm, q={q / BOHR_NM:.4f} 1/nm: "
          f"eps(0 K)={eps_b + kappa / q:.2f}, "
          f"eps(4 K)={warm[0]:.2f}, eps(300 K)={warm[1]:.2f}")
print(f"half-shifted lattice sum S = {lattice_sum:.4f}")
print(f"mesh sum direct / predicted = {mesh_direct / mesh_formula:.5f}")
for h_nm in (0.2, 0.1, 0.05):
    apparent = eps_b + mesh_slope / (h_nm * BOHR_NM)
    print(f"mesh spacing {h_nm:.2f} 1/nm: apparent eps={apparent:.2f}")
for r_nm in (10.0, 50.0, 200.0):
    r = r_nm / BOHR_NM
    reduction = 2 / PI * screening_function(q_cross * r)
    potential = reduction / (eps_b * r) * HARTREE_EV * 1000
    print(f"r={r_nm:.0f} nm: V={potential:.4f} mV, "
          f"V/(1/(eps_b r))={reduction:.4f}")
print(f"neutral chemical potential / kT = {eta:.4f}")
for kelvin in (T_low, T_room):
    q_thermal = 4 * PI * compressibility(kelvin * KELVIN) / kappa
    print(f"thermal crossover q at {kelvin:.0f} K = "
          f"{q_thermal / BOHR_NM:.4f} 1/nm")
doping_cm3 = 1e15
density = doping_cm3 * 1e-21 * BOHR_NM**3
k_fermi = (3 * PI**2 * density)**(1 / 3)
q_doping = 4 * mc * k_fermi / (PI * kappa)
print(f"electron doping = {doping_cm3:.1e} 1/cm3")
print(f"doping k_F = {k_fermi / BOHR_NM:.4f} 1/nm")
print(f"doping crossover q = {q_doping / BOHR_NM:.4f} 1/nm")
print(f"rigid gap = {gap_ev * 1000:.1f} meV")
print(f"gap wavevector = {k_gap / BOHR_NM:.4f} 1/nm")
print(f"gapped touching part: formula={gap_formula:.2f}, "
      f"direct={gap_direct:.2f}")
print(f"warping weights = {weight_e:.2f}, {weight_t:.2f}")
print(f"warped kappa along 001 = {warped_values[0] / BOHR_NM:.4f} 1/nm")
print(f"warped kappa along 111 = {warped_values[1] / BOHR_NM:.4f} 1/nm")
remote_ev = 0.4
k_remote = np.sqrt(2 * mc * remote_ev / HARTREE_EV)
print(f"assumed remote-band distance = {remote_ev:.1f} eV")
print(f"parabolic-model limit k = {k_remote / BOHR_NM:.4f} 1/nm")
print(f"matching cell 2pi/k = {2 * PI / k_remote * BOHR_NM:.1f} nm")
bohr_eff = eps_b / mu_red
rydberg_eff = mu_red / (2 * eps_b**2)
print(f"effective Bohr radius = {bohr_eff * BOHR_NM:.2f} nm")
print(f"effective Rydberg = {rydberg_eff * HARTREE_EV * 1000:.3f} meV")
print(f"crossover q times effective Bohr radius = "
      f"{q_cross * bohr_eff:.3f}")
print("all assertions hold")
```

Printed output:

```
conduction mass = 0.025 m_e
valence mass = 0.250 m_e
reduced mass = 0.02273 m_e
constant term eps_b = 20.0
kappa = 0.08738 1/bohr = 1.6512 1/nm
crossover q = kappa/eps_b = 0.0826 1/nm
crossover cell 2pi/q = 76.1 nm
numerical cutoff = 1.0 1/bohr
q=0.0500 1/bohr: direct touching part=1.6897, rel. error=3.3e-06
q=0.0050 1/bohr: direct touching part=17.4174, rel. error=3.2e-09
q=0.0005 1/bohr: direct touching part=174.6944, rel. error=3.2e-12
wing log slope / predicted = 1.00000
constant-projector part, q=0.01 1/bohr: 0.25956
constant-projector part, q=0.001 1/bohr: 0.26181
L=20 nm, q=0.3142 1/nm: eps(0 K)=25.26, eps(4 K)=25.26, eps(300 K)=25.97
L=50 nm, q=0.1257 1/nm: eps(0 K)=33.14, eps(4 K)=33.24, eps(300 K)=43.57
L=100 nm, q=0.0628 1/nm: eps(0 K)=46.28, eps(4 K)=47.34, eps(300 K)=105.15
L=200 nm, q=0.0314 1/nm: eps(0 K)=72.56, eps(4 K)=82.08, eps(300 K)=351.27
half-shifted lattice sum S = 23.7143
mesh sum direct / predicted = 1.00001
mesh spacing 0.20 1/nm: apparent eps=30.32
mesh spacing 0.10 1/nm: apparent eps=40.64
mesh spacing 0.05 1/nm: apparent eps=61.28
r=10 nm: V=3.1523 mV, V/(1/(eps_b r))=0.4378
r=50 nm: V=0.2044 mV, V/(1/(eps_b r))=0.1420
r=200 nm: V=0.0138 mV, V/(1/(eps_b r))=0.0383
neutral chemical potential / kT = 2.2527
thermal crossover q at 4 K = 0.0226 1/nm
thermal crossover q at 300 K = 0.1961 1/nm
electron doping = 1.0e+15 1/cm3
doping k_F = 0.0309 1/nm
doping crossover q = 0.0113 1/nm
rigid gap = 1.0 meV
gap wavevector = 0.0244 1/nm
gapped touching part: formula=70.34, direct=70.13
warping weights = 1.06, 0.96
warped kappa along 001 = 1.6358 1/nm
warped kappa along 111 = 1.6676 1/nm
assumed remote-band distance = 0.4 eV
parabolic-model limit k = 0.5123 1/nm
matching cell 2pi/k = 12.3 nm
effective Bohr radius = 46.57 nm
effective Rydberg = 0.773 meV
crossover q times effective Bohr radius = 3.845
all assertions hold
```
